# Surface recombination length of interstitials from two buried dopant markers

## Problem

A silicon crystal contains two thin, dilute boron marker layers at depths $x_1=100$ nm and $x_2=300$ nm. During an anneal near 800 °C, a layer of defects deeper than both markers emits silicon self-interstitials. Some of them diffuse to the surface at $x=0$ and recombine there. No interstitials are produced between the surface and the deeper marker.

Let $C$ be the interstitial concentration and $C^*$ its equilibrium value. Define the total ratio $S=C/C^*$ and the excess supersaturation $s=S-1$. The steady readings are $s_1=20$ and $s_2=40$. The interstitial diffusivity is $D_I$, and the surface removes interstitials at the rate $k(C-C^*)$ per unit area.

(a) Find the surface recombination length $L=D_I/k$. What changes if 20 and 40 are values of $S$ instead of $s$?

(b) Show how the broadening of a marker gives $S$ at its depth, and find the broadening after 600 s.

(c) How uncertain is $L$ if each $s$ has an independent relative standard error of 10%? What does a common error of 5 K in temperature do?

(d) Estimate the influence of a weak bulk sink, of vacancies, and of the time needed to reach the steady state.

## Solution

### (a) The steady profile and the length

Take diffusion in one dimension, with $D_I$ and $C^*$ uniform. Suppose also that neither the crystal nor the markers consume a net number of interstitials between $x=0$ and $x_2$. The steady balance is then $D_IC''=0$. Dividing by $D_IC^*$ gives

$$s''(x)=0 .$$

The diffusion flux in the direction of increasing $x$ is $-D_IC'$, so the flux towards the surface is $+D_IC'(0)$. It must equal the surface loss:

$$D_IC'(0)=k[C(0)-C^*]\quad\Longrightarrow\quad s'(0)=\frac{s(0)}{L}.$$

A straight line with surface value $s_0$ and this slope is

$$s(x)=s_0\left(1+\frac{x}{L}\right).$$

Extended beyond the surface, the line reaches zero at $x=-L$. The source strength and all processes below the source-free region enter through $s_0$ alone. To eliminate $s_0$, divide the two readings:

$$\frac{s_2}{s_1}=\frac{L+x_2}{L+x_1}.$$

Cross-multiplication gives $s_2L+s_2x_1=s_1L+s_1x_2$. Collecting the terms in $L$,

$$L=\frac{s_1x_2-s_2x_1}{s_2-s_1}. \tag{1}$$

For the given readings,

$$L=\frac{20\times300-40\times100}{40-20}\ \text{nm}=100\ \text{nm}=1000\ \text{Å}.$$

The slope is $20/(200\ \text{nm})=0.100$ per nm and the surface excess is $s_0=20-0.100\times100=10$. Their ratio $s_0/s'(0)$ is again 100 nm. The steady readings fix the ratio $D_I/k$, but not $D_I$ and $k$ separately.

Equation (1) gives a finite positive length if $1<s_2/s_1<x_2/x_1$, here between 1 and 3. At the upper end $s_0=0$ and $L=0$, so the surface is a perfect sink. As the ratio falls to 1 the profile becomes flat and $L\to\infty$, which describes a reflecting surface. A ratio outside this range contradicts the model.

If 20 and 40 are total ratios $S$, the excesses are 19 and 39. The slope is unchanged, but the surface excess drops to 9, and $L=9/0.100=90$ nm. The definition of the reading therefore matters at the 10% level.

The source must also lie below both markers. Where interstitials are generated at a rate $G$ per unit volume, $s''=-G/(D_IC^*)<0$. The slope then falls with depth, and the mean slope between the markers is smaller than the slope at the surface. Equation (1), which can be written as $L=s_1/(\text{mean slope})-x_1$, then overestimates $L$ as long as the mean slope stays positive. If the source is so shallow that $s_2<s_1$, it returns a negative length, which has no meaning. As an example, let a uniform source extend from 200 to 450 nm with a true $L$ of 100 nm. Let a sink with a decay length of 300 nm act below 500 nm, and let the excess vanish at 1500 nm. A finite-volume solution of the steady equation, read at the two markers, gives an apparent length of 147 nm.

### (b) What a marker records

Boron in silicon diffuses mainly with the help of interstitials. Use the following model: a boron atom at $x$ captures an interstitial at the rate $gS(x)$, makes a rapid migration step $\xi$, and becomes immobile again. The steps are symmetric, with $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=2\ell^2$, and their distribution does not depend on position.

One step changes $x$ by $\xi$ and $x^2$ by $2x\xi+\xi^2$. Averaging over steps and over the boron atoms gives

$$\frac{d\langle x\rangle}{dt}=g\langle S\rangle\langle\xi\rangle=0,$$

$$\frac{d\langle x^2\rangle}{dt}=2g\langle xS\rangle\langle\xi\rangle+g\langle S\rangle\langle\xi^2\rangle=2g\ell^2\langle S\rangle .$$

At equilibrium $S=1$, and the variance grows as $2g\ell^2t$. The equilibrium boron diffusivity is thus $D_B^*=g\ell^2$. The mean position stays at the marker depth $x_m$. Because $S$ is linear in $x$, $\langle S(x)\rangle=S(\langle x\rangle)=S(x_m)$, even though the marker spreads. Hence

$$\Delta\sigma^2=2D_B^*\,S(x_m)\,t , \tag{2}$$

where $\Delta\sigma^2$ is the increase in the variance of the marker profile. This holds while no appreciable part of the marker reaches the surface or the source.

For a rough estimate, write $D_B^*$ with a prefactor of 1 cm²/s and a barrier of 3.5 eV. At 1073.15 K, $k_BT=0.09248$ eV, where $k_B$ is the Boltzmann constant, and

$$D_B^*=(1\ \text{cm}^2/\text{s})\,e^{-3.5/0.09248}\approx3.7\times10^{-3}\ \text{nm}^2/\text{s}.$$

The total ratios are $S=21$ and 41. For markers of negligible initial width, equation (2) gives

$$\sigma_1=\sqrt{2(3.66\times10^{-3})(600)(21)}\ \text{nm}\approx9.6\ \text{nm},$$

and the same expression with 41 gives $\sigma_2\approx13.4$ nm. Both widths are small compared with the 200 nm between the markers.

### (c) Uncertainty of the inferred length

Write equation (1) as $L=N/M$, with $N=s_1x_2-s_2x_1$ and $M=s_2-s_1$. The quotient rule gives

$$\frac{\partial L}{\partial s_1}=\frac{x_2M+N}{M^2}=\frac{s_2(x_2-x_1)}{(s_2-s_1)^2},$$

$$\frac{\partial L}{\partial s_2}=\frac{-x_1M-N}{M^2}=-\frac{s_1(x_2-x_1)}{(s_2-s_1)^2}.$$

If the relative standard errors are both $\varepsilon$, the absolute errors are $\varepsilon s_1$ and $\varepsilon s_2$. The two contributions to the error of $L$ then have equal size. For independent errors they add in quadrature:

$$\delta L=\sqrt2\,\varepsilon\,\frac{s_1s_2(x_2-x_1)}{(s_2-s_1)^2}
=\sqrt2\times0.10\times\frac{20\times40\times200}{20^2}\ \text{nm}\approx57\ \text{nm}.$$

An error of 10% in each reading has become 57% of $L$, because $L$ depends on a difference between the readings. An error this large calls for the full function. With $r=s_2/s_1$,

$$L(r)=\frac{x_2-rx_1}{r-1},\qquad \frac{dL}{dr}=-\frac{x_2-x_1}{(r-1)^2}<0 .$$

Let the errors be normal in $\ln s_1$ and $\ln s_2$, each with standard deviation 0.10. Then $\ln r$ has standard deviation $0.10\sqrt2=0.141$, and the one-sigma limits are $r=2e^{\pm0.141}$, or 2.30 and 1.74. Since $L(r)$ is monotonic for $r>1$, these limits map directly to $L\approx53$ nm and $L\approx172$ nm. The long upper side arises because $L$ grows without bound as $r\to1$.

A common error behaves differently. Suppose the anneal was 5 K hotter than believed. The true $D_B^*$ is then larger, and by equation (2) each $S$ deduced from a given broadening must be multiplied by

$$a=\frac{D_B^*(T)}{D_B^*(T+5\ \text{K})}=0.839 .$$

The corrected excesses are $21a-1$ and $41a-1$. Their slope is $0.100a$ per nm, and extrapolation over 100 nm to the surface gives $s_0=21a-1-10a=11a-1$. Therefore

$$L=\frac{11a-1}{0.100a}\ \text{nm}=\left(110-\frac{10}{a}\right)\text{nm}\approx98\ \text{nm}.$$

A 16% change in both values of $S$ moves $L$ by 2%. A common factor on $s$ would cancel completely in equation (1). The remainder comes from subtracting 1 from $S$, and it is small only while $a$ is near 1. An error in the assumed $D_B^*$ enters in the same way: $a=0.5$ gives $L=90$ nm and $a=0.3$ gives 77 nm.

### (d) Three neglected effects

**Bulk sink.** Let a uniform sink remove interstitials at the rate $D_I(C-C^*)/\lambda^2$ per unit volume. Then $s''=s/\lambda^2$. The solution that obeys the surface condition is

$$s=s_0\left[c(x)+\frac{h(x)}{L}\right],\quad c(x)=\cosh\frac{x}{\lambda},\quad h(x)=\lambda\sinh\frac{x}{\lambda},$$

since $c(0)=1$, $c'(0)=0$, $h(0)=0$ and $h'(0)=1$. Writing $c_i=c(x_i)$ and $h_i=h(x_i)$, the ratio of readings gives $r(c_1+h_1/L)=c_2+h_2/L$, so

$$L=\frac{h_2-rh_1}{rc_1-c_2}. \tag{3}$$

For a weak sink put $\kappa=1/\lambda^2$ and expand: $c\approx1+\kappa x^2/2$ and $h\approx x+\kappa x^3/6$. The numerator of (3) becomes $(x_2-rx_1)+\kappa(x_2^3-rx_1^3)/6$. The denominator becomes $(r-1)-\kappa(x_2^2-rx_1^2)/2$. To first order in $\kappa$ the shift of $L$ is

$$\Delta L=\kappa\left[\frac{x_2^3-rx_1^3}{6(r-1)}+\frac{(x_2-rx_1)(x_2^2-rx_1^2)}{2(r-1)^2}\right].$$

For $\lambda=1000$ nm the two terms are 4.17 and 3.50 nm, together 7.67 nm. The full expression (3) gives $L=108$ nm. The sink adds curvature, so part of the rise from $s_1$ to $s_2$ is no longer due to the surface, and the same readings imply a less active surface.

The denominator of (3) vanishes when $rc_1=c_2$. Here $x_2=3x_1$ and $r=2$. With $u=\cosh(x_1/\lambda)$, the identity $\cosh3y=4\cosh^3y-3\cosh y$ gives $4u^3-3u=2u$, or $u^2=5/4$. This corresponds to $\lambda\approx208$ nm. At that value the readings are those of a reflecting surface, and for a shorter $\lambda$ no positive $L$ fits them.

A third marker at 200 nm would be a weak detector of the sink. The addition formulas for $\cosh$ and $\sinh$ give $s_1+s_2=2\cosh(d/\lambda)\,s(200\ \text{nm})$, with $d=100$ nm. For $\lambda=1000$ nm the midway excess is 29.85, against 30 without the sink. The 0.5% change in this reading accompanies an 8% change in $L$.

**Vacancies.** Interstitials also recombine with vacancies. Let $V=C_V/C_V^*$ be the vacancy ratio, $D_V$ the vacancy diffusivity, and

$$\rho=\frac{D_VC_V^*}{D_IC^*}.$$

If $R$ is the net recombination rate per unit volume, the steady balances are $D_IC''=R$ and $D_VC_V''=R$. Dividing both by $D_IC^*$ and subtracting gives $S''-\rho V''=0$. Assume that the surface length $L$ is the same for both species: $S'(0)=[S(0)-1]/L$ and $V'(0)=[V(0)-1]/L$. The combination

$$w=(S-1)-\rho(V-1)$$

then satisfies $w''=0$ and $w'(0)=w(0)/L$, just as $s$ did in part (a). If recombination is fast enough for local equilibrium at the markers, $SV=1$ there, and

$$w=s+\rho\left(1-\frac1S\right).$$

Equation (1) remains valid with $w$ in place of $s$. For $\rho=1$, a rough assumption of comparable transport by the two species,

$$w_1=20+\frac{20}{21}=20.95,\qquad w_2=40+\frac{40}{41}=40.98,$$

and $L\approx109$ nm. The shift has a simple origin. For $S\gg1$ both readings rise by nearly $\rho$ while the slope hardly changes, so $L$ grows by about $\rho/(0.100\ \text{nm}^{-1})=10$ nm. Physically, vacancies entering from the surface remove some interstitials before they arrive there.

This shift is the limit of fast recombination. Write $R=D_IC^*K(SV-1)$. With $\rho=1$, the source at 400 nm and $SV=1$ imposed there, the coupled equations fitted to the readings 20 and 40 give $L\approx109$, 107, 103 and 100 nm for $K=10^{-4}$, $10^{-5}$, $10^{-6}$ and $10^{-8}$ nm⁻². Diffusion-limited recombination with capture radius $a_c$ has $K=4\pi a_c(C_V^*+\rho C^*)$. For $a_c=0.5$ nm, $K=10^{-4}$ nm⁻² would need equilibrium defect concentrations near $10^{16}$ cm⁻³, far above usual estimates for silicon at 800 °C. Local equilibrium over 100 nm should therefore not be assumed there, and the real shift is likely to be smaller than 9%. The 9% limit itself belongs to $\rho=1$ and equal surface lengths. At $K=10^{-4}$ nm⁻², $\rho=2$ gives $L\approx118$ nm, and $\rho=1$ with a surface length of 10 nm for vacancies gives 141 nm. At $K=10^{-6}$ nm⁻² the shift stays below 5% in both cases.

**Start-up.** A marker records a time average, including the period before the steady state. Reversible traps slow this period. If each free excess interstitial is accompanied by $m$ trapped ones, then $(1+m)\,\partial s/\partial t=D_Is''$, and the effective diffusivity is $D=D_I/(1+m)$. In the steady state the trap filling is constant and $m$ drops out of $L$.

Choose $D=1000$ nm²/s ($10^{-11}$ cm²/s), and let the source hold the excess at 50 at a depth $x_s=400$ nm, on the line found in part (a). The deviation from the steady state vanishes at $x_s$. It is a sum of modes $\sin[z(1-x/x_s)]\,e^{-t/\tau}$ with $\tau=x_s^2/(Dz^2)$. The surface condition requires

$$-\frac{z}{x_s}\cos z=\frac{\sin z}{L}\quad\Longrightarrow\quad\tan z=-\frac{zL}{x_s}.$$

The right side is negative, so the smallest positive root lies between $\pi/2$ and $\pi$. Numerically $z=2.570$, and the slowest mode has $\tau\approx24$ s. An anneal of duration $T_a=600$ s therefore ends in the steady state.

The average still retains the start. Let $s=0$ initially below the surface and above the source. Integrating $\partial s/\partial t=Ds''$ over the anneal and dividing by $T_a$ gives, for the time average $\bar s$,

$$D\bar s''=\frac{s(x,T_a)}{T_a}=\frac{s_0}{T_a}\left(1+\frac{x}{L}\right).$$

Define $F(x)=x^2/2+x^3/(6L)$, for which $F''=1+x/L$ and $F(0)=F'(0)=0$. The solution obeying the surface condition is

$$\bar s=s_0\left[B\left(1+\frac{x}{L}\right)+\frac{F(x)}{DT_a}\right],\qquad
B=1-\frac{F(x_s)}{DT_a(1+x_s/L)},$$

where $B$ follows from the fixed value $\bar s(x_s)=s_0(1+x_s/L)$. With $DT_a=6\times10^5$ nm² and a true $L$ of 100 nm, $B=0.938$. The averages at the markers are 18.87 and 39.01. Inserting them in equation (1) gives

$$L_{\text{apparent}}=\frac{18.87\times300-39.01\times100}{39.01-18.87}\ \text{nm}\approx87\ \text{nm}.$$

The start-up lowers the apparent length by 13%, although it lasts for a small part of the anneal. The shallow marker loses the larger fraction of its reading, which raises the ratio $r$. The sign depends on the initial state. If the layer starts with an excess, the right side of the averaged equation becomes $[s(x,T_a)-s(x,0)]/T_a$, and a uniform initial excess of 50 raises the apparent length to about 117 nm.

### The numbers beside a real anneal

Boron markers in silicon near 800 °C and broadenings of about 10 nm are a realistic setting, but the diffusion parameters used here are rough. The markers must be dilute in two senses. The boron concentration $C_B$ should lie below the intrinsic carrier concentration, about $2\times10^{18}$ cm⁻³ at 800 °C, for $D_B^*$ to be the intrinsic value. Migrating boron also carries interstitials, so the quantity that is linear in $x$ is $S[1+D_B^*C_B/(D_IC^*)]$, and $S$ dips inside a marker. With a rough $D_IC^*$ of $8\times10^{2}$ cm⁻¹s⁻¹ the second term in the bracket is about 0.04 at $C_B=10^{18}$ cm⁻³ and 0.4 at $10^{19}$ cm⁻³. The effective interstitial diffusivity is a model choice and depends strongly on traps. Since $\tau\propto1/D$, a tenfold smaller value would give $\tau\approx240$ s, and 600 s would no longer be a long anneal. The averages at the markers would then be 9.7 and 30.8, and equation (1) would return about $-8$ nm for a true length of 100 nm. The length of 100 nm belongs to these readings and is not a constant of silicon, because $k$ depends on the state of the surface.

After a real implantation the source changes with time, so the profile is not strictly steady. The start-up example shows a 13% effect for its stated conditions. A shallow implant may also put its damage above the markers, where equation (1) does not apply. For the present readings, the bulk sink, the vacancies and the start-up would each make the true length greater than the value from equation (1), by about 8%, 9% and 15% respectively in the cases considered, where the 9% is the limit of fast recombination for $\rho=1$ and equal surface lengths, and the 15% assumes a layer that starts without excess. In these cases the independent 10% reading errors matter more, with their one-sigma interval of 53 to 172 nm. That ranking depends on the parameters chosen: with the tenfold smaller diffusivity the start-up would be the largest error.

Numerical values quoted here were computed with a short program.
